\section*{Barrier lowering by a donor sheet at a metal–silicon contact}

\section*{The question}

A metal fills the half-space $z<0$ and n-type silicon fills $z>0$. A plane of ionized donors, each of charge $+e$ with $e>0$, lies in the silicon at $z=d$. Their density is $N=10^{13}\,\mathrm{cm^{-2}}$ and $d=0.5$ nm (5 angstrom). Unless a part says otherwise, the metal is an ideal conductor at zero potential, and the silicon is a continuum of permittivity $\varepsilon=\varepsilon_0\varepsilon_r$ with $\varepsilon_r=11.7$ right up to the metal.

The electron barrier is the conduction-band edge $E_c$ at the contact, measured from the metal Fermi level. Without the donor sheet it is $\phi_0=0.65$ eV. The silicon has bulk doping $N_D=10^{17}\,\mathrm{cm^{-3}}$, the temperature is 300 K ($kT=0.02585$ eV), and no bias is applied. These are rough typical values.

\begin{enumerate}
\item[(a)] Find the potential of one donor beside the metal, and the total charge it induces there.
\item[(b)] Show that the sheet lowers the barrier by approximately 0.08 eV. Explain why the distance that enters is $d$, although a donor and its image are $2d$ apart.
\item[(c)] Show that the result survives when the silicon has a depletion layer.
\item[(d)] The donors are points. How uniform is the lowering if they form a square lattice, and if they are placed at random?
\item[(e)] A thin spike of the original height remains at the metal. Does it undo the lowering? Include the image force on the emitted electron.
\item[(f)] Let the metal screen over a length $\lambda=0.05$ nm. What does this imply for the meaning of $d$?
\item[(g)] Compare the model with a real contact.
\end{enumerate}

\section*{Answer to (a)}

The potential must vanish on $z=0$ and have only the donor as its source in $z>0$. An image charge $-e$ at $z=-d$ achieves both. At lateral distance $\rho$ from the donor,
\begin{equation}
\varphi_1(\rho,z)=\frac{e}{4\pi\varepsilon}\left[\frac{1}{\sqrt{\rho^2+(z-d)^2}}-\frac{1}{\sqrt{\rho^2+(z+d)^2}}\right],\quad z>0 .
\label{pair}
\end{equation}
The real charge sits on the metal surface. There is no field inside the metal, so its density is
\begin{equation}
\sigma(\rho)=-\varepsilon\left.\frac{\partial\varphi_1}{\partial z}\right|_{z=0}
=-\frac{e}{4\pi}\,\frac{2d}{(\rho^2+d^2)^{3/2}} ,
\end{equation}
each term of \eqref{pair} contributing $d/(\rho^2+d^2)^{3/2}$ to the derivative. The total is
\begin{equation}
\int_0^\infty\sigma\,2\pi\rho\,d\rho=-ed\left[-\frac{1}{\sqrt{\rho^2+d^2}}\right]_0^\infty=-e .
\end{equation}
Numerical differentiation and integration of \eqref{pair} gives $-0.9999\,e$. The image at $-d$ is a device for finding the field in the silicon; the charge it represents lies at $z=0$.

\section*{Answer to (b)}

Average over the plane by adding the potentials of donors spread with density $N$:
\begin{align}
\bar\varphi(z)&=N\int_0^\infty\varphi_1\,2\pi\rho\,d\rho\nonumber\\
&=\frac{eN}{2\varepsilon}\left[\sqrt{\rho^2+(z-d)^2}-\sqrt{\rho^2+(z+d)^2}\right]_0^\infty .
\end{align}
The difference of the roots vanishes as $\rho\to\infty$. The lower limit leaves
\begin{equation}
\bar\varphi(z)=\frac{eN}{2\varepsilon}\bigl(z+d-|z-d|\bigr)=
\begin{cases} eNz/\varepsilon, & 0<z<d,\\ eNd/\varepsilon, & z>d.\end{cases}
\label{step}
\end{equation}
This is a parallel-plate capacitor: charge $-eN$ per area on the metal, $+eN$ on the donors, a field of size $eN/\varepsilon$ between them and none beyond.

An electron has energy $-e\bar\varphi$. The potential rises from metal to silicon, so the band edge beyond the donors falls relative to the metal Fermi level by
\begin{equation}
\Delta=\frac{e^2Nd}{\varepsilon_0\varepsilon_r}.
\label{delta}
\end{equation}

For the numbers, $eN=1.602\,\mu\mathrm{C/cm^2}=1.602\times10^{-2}\,\mathrm{C/m^2}$, and
\begin{equation}
\frac{eN}{\varepsilon}=\frac{1.602\times10^{-2}}{11.7\times8.854\times10^{-12}}\ \frac{\mathrm V}{\mathrm m}
=1.547\ \mathrm{MV/cm}=0.1547\ \mathrm{V/nm}.
\end{equation}
Multiplying by 0.5 nm gives $\Delta=0.0773$ eV ($1.24\times10^{-20}$ J), which is approximately 0.08 eV. The barrier seen from outside the sheet drops from 0.650 to 0.573 eV.

If donors and images were both real sheets, the potential would rise by $2eNd/\varepsilon$ between $z=-\infty$ and $z=+\infty$, corresponding to 0.155 eV. Half of that rise lies at $z<0$, where the image solution does not apply. The physical step starts at the metal surface, and its dipole has length $d$.

\section*{Answer to (c)}

Let $n$ be the electron density. Poisson's equation $\varphi''=-(\text{charge density})/\varepsilon$, with $E_c=-e\varphi+\text{const}$, gives
\begin{equation}
E_c''=\frac{e^2}{\varepsilon}\left[N_D-n+N\,\delta(z-d)\right],\qquad E_c(0)=\phi_0 .
\end{equation}
Split off the spike by writing $E_c=F+s$, where $s=\Delta(1-z/d)$ for $z<d$ and $s=0$ beyond. The slope of $s$ jumps from $-\Delta/d$ to zero at the sheet, so $s''=(\Delta/d)\,\delta(z-d)=(e^2N/\varepsilon)\,\delta(z-d)$. This cancels the sheet term and leaves
\begin{equation}
F''=\frac{e^2}{\varepsilon}(N_D-n),\qquad F(0)=\phi_0-\Delta .
\end{equation}
The condition deep in the silicon is unchanged. Beyond the sheet $F=E_c$, so the band is that of a donor-free contact with barrier $\phi_0-\Delta$.

One approximation remains: for $z<d$ the electron density depends on $E_c$, not on $F$. It is negligible there in either case. The bulk band edge lies 0.146 eV above the Fermi level, so near the metal $n/N_D$ is of order $\exp[-(0.573-0.146)/0.02585]\approx10^{-7}$ or less. Numerical solutions of the nonlinear equation, one with the sheet and barrier $\phi_0$, the other without it and with barrier $\phi_0-\Delta$, differ beyond the sheet by less than $10^{-12}$ eV. Holes, left out of the equation, outnumber the electrons at the contact; they raise this figure to about $10^{-11}$ eV, which is still negligible.

\section*{Answer to (d)}

\textit{Square lattice.} The lattice constant is $a=N^{-1/2}=3.16$ nm, much larger than $d$. The donor density is $N\sum_{\mathbf G}e^{i\mathbf G\cdot\boldsymbol\rho}$, with the origin above a donor and $\mathbf G$ the reciprocal lattice vectors. For $G\neq0$ each component of the potential obeys
\begin{equation}
\varphi_G''-G^2\varphi_G=-\frac{eN}{\varepsilon}\,\delta(z-d),\qquad \varphi_G(0)=0 .
\end{equation}
Take $A\sinh Gz$ below the sheet and $Be^{-Gz}$ above it. Continuity and the jump in slope require
\begin{align}
A\sinh Gd&=Be^{-Gd},\\
-GBe^{-Gd}-GA\cosh Gd&=-\frac{eN}{\varepsilon}.
\end{align}
Inserting the first into the second gives $GA(\sinh Gd+\cosh Gd)=GAe^{Gd}=eN/\varepsilon$. Hence $A=eNe^{-Gd}/(\varepsilon G)$, and
\begin{equation}
\varphi_G(z)=\frac{eN}{\varepsilon G}\,\sinh(Gd)\,e^{-Gz},\qquad z>d .
\label{fourier}
\end{equation}
As $G\to0$ this becomes $eNd/\varepsilon$, the plane average. The slowest decay has $G=2\pi/a\approx2.0\ \mathrm{nm^{-1}}$, so the lateral pattern fades within a few nanometres.

\textit{Random donors.} Divide the plane into small cells of area $dS$. Each holds a donor with probability $N\,dS$, independently of the others, and adds $\varphi_1^2N\,dS$ to the variance at leading order in $dS$. With $u=\rho^2$, $\alpha=z-d$ and $\beta=z+d$ (for $z>d$),
\begin{align}
\sigma_\varphi^2&=N\left(\frac{e}{4\pi\varepsilon}\right)^2\pi I,\\
I&=\int_0^\infty\!\left[\frac1{u+\alpha^2}+\frac1{u+\beta^2}-\frac{2}{\sqrt{(u+\alpha^2)(u+\beta^2)}}\right]du .
\end{align}
An antiderivative is $\ln(u+\alpha^2)+\ln(u+\beta^2)-4\ln\bigl(\sqrt{u+\alpha^2}+\sqrt{u+\beta^2}\bigr)$. It tends to $-4\ln2$ at infinity and equals $2\ln(\alpha\beta)-4\ln(\alpha+\beta)$ at zero. Therefore
\begin{equation}
I=2\ln\frac{(\alpha+\beta)^2}{4\alpha\beta}=2\ln\frac{z^2}{z^2-d^2},
\end{equation}
\begin{equation}
\sigma_\varphi=\frac{e}{4\pi\varepsilon}\sqrt{2\pi N\ln\frac{z^2}{z^2-d^2}}
\;\longrightarrow\;\frac{eNd}{\varepsilon}\,\frac{1}{z\sqrt{8\pi N}}\quad(z\gg d).
\end{equation}
Random placement contains long-wavelength density variations, and the pattern fades only as $1/z$. The potentials in volts are:
\begin{center}
\begin{tabular}{cccc}
$z$ (nm) & above donor & between donors & random, $\sigma_\varphi$\\
1 & 0.196 & 0.052 & 0.052\\
2 & 0.086 & 0.072 & 0.025\\
3 & 0.078 & 0.076 & 0.016\\
5 & 0.077 & 0.077 & 0.010
\end{tabular}
\end{center}
The lattice values come from adding donors and images one by one, and agree with \eqref{fourier} within $2\times10^{-5}$ V. Sampling 8000 random arrangements at 3 nm gives 0.0163 V, against 0.0164 V from the formula. The 0.08 eV is thus a plane average: with random donors, the local lowering at 3 nm varies by about a fifth of its mean.

\section*{Answer to (e)}

\textit{With the electron's image force.} An electron at $z$ is attracted to its own image, $2z$ away, with force $e^2/[4\pi\varepsilon(2z)^2]$. Integrating from infinity gives the energy $-e^2/(16\pi\varepsilon z)$. Let $\mathcal E$ be the size of the depletion field just outside the sheet. Near the contact the outer barrier is
\begin{equation}
W(z)=\phi_0-\Delta-e\mathcal Ez-\frac{e^2}{16\pi\varepsilon z}.
\end{equation}
Setting $W'=0$ gives $z_m=\sqrt{e/(16\pi\varepsilon\mathcal E)}$. The last two terms are equal there, so the extra lowering is
\begin{equation}
2e\mathcal Ez_m=e\sqrt{\frac{e\mathcal E}{4\pi\varepsilon}} .
\end{equation}
Here $\mathcal E=0.111$ MV/cm $=0.0111$ V/nm. Since $N=0.1\,\mathrm{nm^{-2}}$, $e/\varepsilon=0.1547/0.1=1.547$ V\,nm and $e/(16\pi\varepsilon)=0.0308$ V\,nm. Thus $z_m=\sqrt{0.0308/0.0111}\approx1.7$ nm, beyond the donors, and the extra lowering is 0.037 eV.

With the full curved band, the barrier top is 0.6115 eV without the sheet and 0.5359 eV with it. The change, 0.0756 eV, is slightly less than $\Delta$. The reason is that the sheet reduces the band bending $V$. In a depletion layer $\mathcal E\propto V^{1/2}$, so the image-force lowering scales as $V^{1/4}$. Without the sheet $V$ is $0.650-0.146=0.504$ V, and with it 0.427 V. The lowering without the sheet is therefore larger by about $0.037\,[(0.504/0.427)^{1/4}-1]\approx0.0016$ eV, which accounts for nearly all of the difference of 0.0017 eV.

Between metal and donors the energy now peaks at 0.507 eV, below the outer top. For the plane-averaged potential the spike is no obstacle. Point donors change this locally, because the top lies where part (d) finds the potential non-uniform. Along a line midway between lattice donors the top is about 0.56 eV and lies near 0.75 nm. For random donors $\sigma_\varphi$ at 1.7 nm is 0.029 V, more than $kT/e$. A continuum image potential is, however, doubtful at such short distances, so the opposite case deserves an estimate.

\textit{Without that force.} Take a flat outer band and a triangular spike of height $\Delta$ and width $d$. For an electron at energy $E$ above the outer band edge, the spike has height $\Delta-E$ and width $w=d(1-E/\Delta)$. For effective mass $m$ along $z$, the WKB exponent is
\begin{align}
S(E)&=\frac{2\sqrt{2m}}{\hbar}\int_0^{w}\sqrt{(\Delta-E)(1-z/w)}\,dz\nonumber\\
&=\frac{4\sqrt{2m}}{3\hbar}\,\frac d\Delta\,(\Delta-E)^{3/2},
\end{align}
because $\int_0^w\sqrt{1-z/w}\,dz=2w/3$. At $E=0$ the two silicon masses, 0.19 and 0.98 free-electron masses, give $S=0.41$ and 0.94, and transmissions $e^{-S}=0.66$ and 0.39.

Thermal emission weights the energies by $e^{-E/kT}/kT$. Taking full transmission above the spike,
\begin{equation}
\langle T\rangle=\int_0^\Delta e^{-S(E)-E/kT}\frac{dE}{kT}+e^{-\Delta/kT},\quad
\Delta_{\rm eff}=\Delta+kT\ln\langle T\rangle .
\end{equation}
The second relation absorbs the loss of current into the barrier. It gives 0.071 eV for the light mass and 0.064 eV for the heavy one. WKB is rough when $S$ is below one, and here it overstates the loss. The exact transmission through the same spike from a free-electron metal with a band 5.6 to 10 eV deep, taken relative to the step without the spike, gives about 0.077 eV and 0.074 eV. Either way most of the lowering survives. A much thicker layer at the same $\Delta$ would have a larger $S$ and lose more.

\section*{Answer to (f)}

In the Thomas--Fermi model the potential inside the metal obeys $\varphi''=\varphi/\lambda^2$. The solution that vanishes deep inside is $\varphi=\varphi_se^{z/\lambda}$ for $z<0$. Take permittivity $\varepsilon_0$ there. The displacement has size $eN$ between metal and donors and is continuous at the surface, so
\begin{equation}
\varepsilon_0\frac{\varphi_s}{\lambda}=eN\quad\Rightarrow\quad\varphi_s=\frac{eN\lambda}{\varepsilon_0}.
\end{equation}
The surface potential adds to the step in the silicon:
\begin{equation}
\Delta_{\rm tot}=e^2N\left(\frac d\varepsilon+\frac\lambda{\varepsilon_0}\right)=\frac{e^2N}{\varepsilon}\,(d+\varepsilon_r\lambda).
\end{equation}
The added part is $11.7\times0.1547\times0.05=0.0905$ eV, larger than $\Delta$ itself. A numerical solution across metal and silicon agrees with the sum of the two parts within 0.2 meV.

The metal layer is thin, but it lacks the dielectric screening of silicon and counts $\varepsilon_r$ times over. The 0.08 eV therefore holds if 0.5 nm is the electrical distance, measured through silicon-like permittivity from the plane of the metal's screening charge. It need not hold if 0.5 nm is a distance between atomic planes. The estimate also omits the spill-out of metal electrons, which moves the screening charge towards the donors and acts the other way. The 0.09 eV is thus a measure of the uncertainty, not a correction to be added as it stands.

\section*{Answer to (g)}

The corresponding real case is a metal silicide on n-type silicon with donors segregated at the interface. Full ionization is a reasonable assumption there. With the bulk binding energy of 0.045 eV and the plane-averaged potential, the donor level at the sheet lies 0.522 eV above the Fermi level, and the neutral fraction is $[1+\tfrac12e^{0.522/0.02585}]^{-1}\approx3\times10^{-9}$. The factor $\tfrac12$ reflects the two spin states of a neutral donor. This is a rough estimate, since the bulk binding energy need not hold so close to a metal. On the lattice the other donors and their images supply only 0.017 V at a donor site, less than the average, which would put the level higher. For random donors the others supply the full average, with wide scatter from site to site.

The average field of 1.5 MV/cm exceeds the rough breakdown field of bulk silicon, a few tenths of a MV/cm. Directly below a donor, the surface charge of part (a) gives an even larger field, $e/(2\pi\varepsilon d^2)\approx10$ MV/cm. But the average voltage across the layer is only 0.08 V, far below the gap of about 1.1 eV divided by $e$, so crossing the layer does not give an electron enough energy to start an avalanche.

Real donors are spread in depth, and some may be inactive. Since Poisson's equation is linear in the fixed charge, the drop of the band beyond all the donors, as long as they stay depleted, follows from \eqref{delta} with $Nd$ replaced by the sum of the distances of the active donors per unit area. This is not the lowering of the barrier top once the layer is thick, because the top then moves inside it. For the same $N$ spread exponentially with a mean depth of 2 nm the sum gives 0.31 eV, while the top, image force included, drops by about 0.095 eV. A sheet at 1 nm lowers the top by about 0.10 eV rather than 0.155 eV. A shift of the whole sheet by 0.1 nm changes $\Delta$ by 0.015 eV. A doubtful assumption is the sharp metal surface with bulk permittivity beside it; by part (f) it can move the result by an amount comparable to the result. Electronic states at the interface, left out here, can also change their charge when the donors are added and so alter the lowering.

The bulk doping of $10^{17}\,\mathrm{cm^{-3}}$ is far below that of a low-resistance source or drain contact, roughly $10^{20}\,\mathrm{cm^{-3}}$. It is 0.0035 of the band's effective density of states, so the silicon here is non-degenerate. Its depletion layer has a width of about $\sqrt{2\varepsilon V/(eN_D)}\approx75$ nm for $V\approx0.43$ V, too wide for much tunnelling except close to the top, so current flows mainly over the barrier or just below its top. For a laterally uniform barrier, and with all else fixed, the ideal emission current then grows by $e^{\Delta/kT}$, which is 20 at 300 K and 9 at 400 K. Using the spike estimates of part (e) in place of $\Delta$ reduces the factor at 300 K to between about 12 and 16 with WKB, which overstates the loss, and to between about 17 and 20 with the exact transmission. At $10^{20}\,\mathrm{cm^{-3}}$ the depletion layer has a width of about $\sqrt{2\varepsilon V/(eN_D)}\approx3$ nm for $V\approx0.6$ V. Electrons then tunnel well below the barrier top, and these emission factors no longer apply, although the electrostatic step \eqref{delta} does. The numerical output below lists the values used.

\section*{Table of computed values}
\begin{verbatim}
Donor sheet density: 1.0e+13 cm^-2
Distance from metal: 0.50 nm
Relative permittivity: 11.7
Sheet charge: 1.602 uC/cm2
Field between metal and donors: 1.547 MV/cm
Barrier lowering Delta: 0.0773 eV
Delta, conversion: 1.239e-20 J
Wrong value from separation 2d: 0.1547 eV
Induced charge per donor: -0.9999 e
Mean donor spacing: 3.162 nm
Lattice, z=1 nm: above donor 0.1961 V, between 0.0515 V
Lattice, z=2 nm: above donor 0.0861 V, between 0.0721 V
Lattice, z=3 nm: above donor 0.0784 V, between 0.0765 V
Lattice, z=5 nm: above donor 0.0773 V, between 0.0773 V
Random donors, z=1 nm: st. dev. 0.0523 V
Random donors, z=2 nm: st. dev. 0.0248 V
Random donors, z=3 nm: st. dev. 0.0164 V
Random donors, z=5 nm: st. dev. 0.0098 V
Sampled st. dev. at 3 nm: 0.0163 V
Original barrier: 0.650 eV
Lowered outer barrier: 0.573 eV
Bulk doping: 1.0e+17 cm^-3
Temperature: 300 K, kT = 0.02585 eV
Band density of states Nc: 2.83e+19 cm^-3
Doping / Nc: 0.0035
Bulk band edge above Fermi level: 0.146 eV
Largest band mismatch beyond sheet: 7.9e-13 eV
Depletion field outside sheet: 0.111 MV/cm
Electron image-force lowering: 0.0370 eV
Position of barrier top: 1.70 nm
Barrier top without donors: 0.6115 eV
Barrier top with donors: 0.5359 eV
Change of barrier top: 0.0756 eV
Spike top with image force: 0.5070 eV
Mass 0.19 m_e: WKB exponent 0.414, transmission 0.661
Mass 0.19 m_e: effective lowering 0.0711 eV
Mass 0.98 m_e: WKB exponent 0.940, transmission 0.391
Mass 0.98 m_e: effective lowering 0.0637 eV
Metal screening length: 0.050 nm
Extra lowering from metal screening: 0.0905 eV
Donor binding energy: 0.045 eV
Donor level above Fermi level: 0.522 eV
Neutral donor fraction: 3.4e-09
Ideal emission factor at 300 K: 19.9
Ideal emission factor at 400 K: 9.4
\end{verbatim}
